# Single-scattering EXAFS at a K edge: derivation, polarization weight and thermal damping: test program

```python
# Result under test: K-edge single-scattering EXAFS, for one neighbour,
#   chi = -3 cos(theta)^2 |f|/(k R^2) exp(-2 k^2 sigma^2)
#         * sin(2 k R + 2 delta1 + arg f)
# k: photoelectron wavenumber, R: bond length, theta: angle between the
# polarization and the bond, f: backscattering amplitude of the neighbour,
# delta1: p-wave phase shift of the emitter, sigma^2: variance of the bond length.
# Lengths are in angstrom, energies in eV; U = 2 m V / hbar^2.
# Both atoms are Gaussian wells, V(r) = -depth * exp(-r^2/width^2).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.special import spherical_jn, spherical_yn, lpmv

H2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
depth_c, width_c = 200.0, 0.30
depth_n, width_n = 500.0, 0.15
U_c, U_n = depth_c / H2M, depth_n / H2M
R_bond = 2.5
ks = np.arange(4.0, 10.5, 1.0)


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def phase_shifts(k, U0, width, lmax):
    """Phase shifts (modulo pi) of a Gaussian well by radial integration."""
    l = np.arange(lmax + 1)
    r0, r1 = 1e-3, 5 * width

    # y = u / r^(l+1) stays regular at the origin
    def rhs(r, z):
        y, dy = z[:lmax + 1], z[lmax + 1:]
        q2 = k**2 + U0 * np.exp(-(r / width)**2)
        return np.concatenate([dy, -2 * (l + 1) / r * dy - q2 * y])

    start = np.concatenate([np.ones(lmax + 1),
                            -(k**2 + U0) * r0 / (2 * l + 3)])
    sol = solve_ivp(rhs, (r0, r1), start, method="DOP853",
                    rtol=1e-9, atol=1e-12)
    assert sol.success
    y, dy = sol.y[:lmax + 1, -1], sol.y[lmax + 1:, -1]
    gamma = l / r1 + dy / y
    x = k * r1
    top = k * spherical_jn(l, x, True) - gamma * spherical_jn(l, x)
    bottom = k * spherical_yn(l, x, True) - gamma * spherical_yn(l, x)
    return np.arctan(top / bottom)


def backscattering(k):
    d = phase_shifts(k, U_n, width_n, 14)
    l = np.arange(15)
    return np.sum((2 * l + 1) * (-1.0)**l * np.exp(1j * d) * np.sin(d)) / k


central = {k: phase_shifts(k, U_c, width_c, 20) for k in ks}
f_back = np.array([backscattering(k) for k in ks])
delta1 = np.array([central[k][1] for k in ks])


def two_centre(k_list, R, m, L):
    """Coupled-channel solution of the two-centre problem about the emitter.

    Returns the amplitude c of the regular p wave sent back to the emitter
    when the source has unit strength; then chi = -Im(c)/k.
    m = 0: polarization along the bond, m = 1: across it.
    """
    l = np.arange(m, L + 1)
    x, w = np.polynomial.legendre.leggauss(400)
    P = lpmv(m, l[:, None], x[None, :]) * np.sqrt((2 * l + 1) / 2)[:, None]
    if m == 1:
        P = P / np.sqrt(l * (l + 1.0))[:, None]
    step, half = 0.01, 5 * width_n
    n = int(round(2 * half / step))
    r = R - half + step * np.arange(n + 1)
    coupling = []
    for ri in r:
        gauss = np.exp(-(ri**2 + R**2 - 2 * ri * R * x) / width_n**2)
        coupling.append((P * (-U_n * w * gauss)) @ P.T)
    one = np.eye(len(l))
    result = []
    for k in k_list:
        def diag(i):
            return 1 + step**2 / 12 * (k**2 - l * (l + 1) / r[i]**2)
        # outgoing waves beyond the neighbour, then Numerov sweep inward
        outer = diag(n) * r[n] * hankel(l, k * r[n])
        inner = diag(n - 1) * r[n - 1] * hankel(l, k * r[n - 1])
        S = np.diag(outer / inner)
        for i in range(n - 1, 0, -1):
            D = np.diag(diag(i)) - step**2 / 12 * coupling[i]
            S = np.linalg.inv(12 * np.linalg.inv(D) - 10 * one - S)
        # join to emitted p wave plus regular waves of the emitter
        d = np.zeros(L + 1)
        d[:21] = central[k]
        d = d[m:]
        g = [r[i] * (np.cos(d) * spherical_jn(l, k * r[i])
                     - np.sin(d) * spherical_yn(l, k * r[i])) for i in (0, 1)]
        p = 1 - m
        emitted = [-1j * k * np.exp(1j * d[p]) * r[i] * hankel(1, k * r[i])
                   for i in (0, 1)]
        scale = np.abs(g[0]) + np.abs(g[1])
        A = np.diag(diag(1) * g[1] / scale) - S * (diag(0) * g[0] / scale)
        b = S[:, p] * diag(0)[p] * emitted[0]
        b[p] -= diag(1)[p] * emitted[1]
        result.append(np.linalg.solve(A, b)[p] / scale[p])
    return np.array(result)


# --- isolated emitter: emitted wave and absorption, two core orbitals ---
k0 = 8.0
d0 = central[k0][1]
h = 0.001
r = h * np.arange(1, 1751)
for zeta in (8.0, 20.0):
    source = r**2 * np.exp(-zeta * r)
    q = k0**2 - 2 / r**2 + U_c * np.exp(-(r / width_c)**2)
    band = np.zeros((3, len(r)), complex)
    band[0, 1:] = band[2, :-1] = 1 / h**2
    band[1] = -2 / h**2 + q
    r_next = r[-1] + h
    band[1, -1] += (r_next * hankel(1, k0 * r_next)
                    / (r[-1] * hankel(1, k0 * r[-1]))) / h**2
    u = solve_banded((1, 1), band, source.astype(complex))
    amp = u[-1] / (r[-1] * hankel(1, k0 * r[-1]))
    absorption = np.sum(source * u).imag * h
    assert abs(absorption / (-abs(amp)**2 / k0) - 1) < 2e-3
    assert abs(amp**2 / abs(amp)**2 + np.exp(2j * d0)) < 2e-3


# --- two-centre solution against the formula ---
def formula_c(R):
    return 3 * f_back * np.exp(2j * (ks * R + delta1)) / R**2


c_par = two_centre(ks, R_bond, 0, 70)
c_perp = two_centre(ks, R_bond, 1, 70)
c_far = two_centre(ks, 2 * R_bond, 0, 130)
c_check = two_centre([k0], R_bond, 0, 95)[0]
channel_change = abs(c_par[list(ks).index(k0)] / c_check - 1)
norm = np.linalg.norm
err_near = norm(c_par - formula_c(R_bond)) / norm(c_par)
err_far = norm(c_far - formula_c(2 * R_bond)) / norm(c_far)
perp_ratio = norm(c_perp) / norm(c_par)
print(f"hbar^2/2m = {H2M:.4f} eV A^2")
print(f"emitter well: {depth_c:.0f} eV, width {width_c:.2f} A")
print(f"neighbour well: {depth_n:.0f} eV, width {width_n:.2f} A")
print(f"bond length R = {R_bond:.2f} A")
print(f"relative error of formula at R: {err_near:.4f}")
print(f"relative error of formula at 2R: {err_far:.4f}")
print(f"error ratio 2R to R: {err_far / err_near:.3f}")
print(f"response across/along the bond: {perp_ratio:.5f}")
print(f"change with more channels: {channel_change:.1e}")
assert channel_change < 1e-2
assert err_near < 0.25 and err_far < 0.13
assert 0.35 < err_far / err_near < 0.65
assert perp_ratio < 0.05

# --- thermal bond vibration ---
quantum, mass_u, T = 0.025, 30.0, 300.0
kT = const.k * T / const.e
zero_point = H2M * const.m_e / (mass_u * const.atomic_mass) / quantum
sigma2 = zero_point / np.tanh(quantum / (2 * kT))
size = 120
X = np.zeros((size, size))
idx = np.arange(size - 1)
X[idx, idx + 1] = X[idx + 1, idx] = np.sqrt(zero_point * (idx + 1))
xval, xvec = np.linalg.eigh(X)
pop = np.exp(-quantum * np.arange(size) / kT)
pop /= pop.sum()
density = pop @ xvec**2
for k in ks:
    average = np.sum(density * np.exp(2j * k * xval))
    assert abs(average - np.exp(-2 * k**2 * sigma2)) < 1e-8
print(f"vibration: {quantum * 1e3:.0f} meV, {mass_u:.0f} u, {T:.0f} K")
print(f"sigma^2 = {sigma2:.6f} A^2, sigma = {np.sqrt(sigma2):.4f} A")

# --- full three-dimensional average, equal variance in all directions ---
t, wt = np.polynomial.hermite_e.hermegauss(40)
wt = wt / wt.sum()
s = np.sqrt(sigma2) * t
z, a, b = np.meshgrid(R_bond + s, s, s, indexing="ij")
weight = wt[:, None, None] * wt[None, :, None] * wt[None, None, :]
dist = np.sqrt(z**2 + a**2 + b**2)
mean = np.sum(weight * (z / dist)**2 * (R_bond / dist)**2
              * np.exp(2j * k0 * (dist - R_bond)))
dw0 = np.exp(-2 * k0**2 * sigma2)
shift = np.angle(mean) / (2 * k0)
shift_rule = (sigma2 - 2 * sigma2) / R_bond
print(f"3D average at k = {k0:.0f} 1/A: modulus {abs(mean):.4f}")
print(f"Debye-Waller factor at that k: {dw0:.4f}")
print(f"apparent distance shift, 3D average: {shift:.5f} A")
print(f"apparent distance shift, small-motion rule: {shift_rule:.5f} A")
assert abs(abs(mean) / dw0 - 1) < 0.03
assert abs(shift - shift_rule) < 3e-4

# --- polarization weights of whole shells ---
octahedron = np.vstack([np.eye(3), -np.eye(3)])
square = octahedron[[0, 1, 3, 4]]
tilted = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)


def shell_weight(shell, eps):
    return np.sum(3 * (shell @ eps)**2)


oct_w = shell_weight(octahedron, tilted)
in_plane = shell_weight(square, np.array([0.6, 0.8, 0.0]))
normal = shell_weight(square, np.array([0.0, 0.0, 1.0]))
cosines, wc = np.polynomial.legendre.leggauss(8)
powder = np.sum(wc * 3 * cosines**2) / 2
assert abs(oct_w - 6) < 1e-12 and abs(powder - 1) < 1e-12
assert abs(in_plane - 6) < 1e-12 and abs(normal) < 1e-12
print(f"octahedron, polarization along (1,2,3): N* = {oct_w:.3f}")
print(f"square, polarization in plane: N* = {in_plane:.3f}")
print(f"square, polarization along normal: N* = {normal:.3f}")
print(f"random orientation, weight per neighbour: {powder:.3f}")

# --- worked example, polarization along the bond ---
static = -formula_c(R_bond).imag / ks
exact = -c_par.imag / ks
dw = np.exp(-2 * ks**2 * sigma2)
print("k (1/A), energy (eV), delta1 mod pi (rad), |f| (A), arg f (rad)")
for i, k in enumerate(ks):
    print(f"{k:4.0f} {H2M * k**2:8.2f} {delta1[i]:8.4f} "
          f"{abs(f_back[i]):8.5f} {np.angle(f_back[i]):8.4f}")
print("k (1/A), chi static formula, chi two-centre, DW, chi thermal")
for i, k in enumerate(ks):
    print(f"{k:4.0f} {static[i]:10.6f} {exact[i]:10.6f} "
          f"{dw[i]:8.4f} {static[i] * dw[i]:10.6f}")
i0 = list(ks).index(k0)
total = (2 * k0 * R_bond + 2 * delta1[i0] + np.angle(f_back[i0]))
print(f"k = {k0:.0f} 1/A: 2kR = {2 * k0 * R_bond:.3f} rad")
print(f"total phase = {total:.4f} rad, sine = {np.sin(total):.5f}")
print(f"3|f|/(kR^2) = {3 * abs(f_back[i0]) / (k0 * R_bond**2):.6f}")
print("all tests passed")
```

It prints:

```
hbar^2/2m = 3.8100 eV A^2
emitter well: 200 eV, width 0.30 A
neighbour well: 500 eV, width 0.15 A
bond length R = 2.50 A
relative error of formula at R: 0.1670
relative error of formula at 2R: 0.0855
error ratio 2R to R: 0.512
response across/along the bond: 0.00176
change with more channels: 6.2e-04
vibration: 25 meV, 30 u, 300 K
sigma^2 = 0.006206 A^2, sigma = 0.0788 A
3D average at k = 8 1/A: modulus 0.4511
Debye-Waller factor at that k: 0.4519
apparent distance shift, 3D average: -0.00248 A
apparent distance shift, small-motion rule: -0.00248 A
octahedron, polarization along (1,2,3): N* = 6.000
square, polarization in plane: N* = 6.000
square, polarization along normal: N* = 0.000
random orientation, weight per neighbour: 1.000
k (1/A), energy (eV), delta1 mod pi (rad), |f| (A), arg f (rad)
   4    60.96   0.5062  0.23169   1.4512
   5    95.25   0.6207  0.16643   1.4567
   6   137.16   0.6514  0.11794   1.5240
   7   186.69   0.6390  0.08115   1.6516
   8   243.84   0.6099  0.05407   1.8399
   9   308.61   0.5763  0.03530   2.0888
  10   381.00   0.5432  0.02312   2.3900
k (1/A), chi static formula, chi two-centre, DW, chi thermal
   4   0.012653   0.016780   0.8199   0.010374
   5  -0.008706  -0.006474   0.7332  -0.006384
   6  -0.009315  -0.008925   0.6397  -0.005959
   7  -0.001271  -0.001636   0.5443  -0.000692
   8   0.002586   0.002199   0.4519   0.001169
   9   0.001692   0.001554   0.3659   0.000619
  10   0.000077   0.000147   0.2890   0.000022
k = 8 1/A: 2kR = 40.000 rad
total phase = 43.0596 rad, sine = -0.79724
3|f|/(kR^2) = 0.003244
all tests passed
```
